# Electroosmotic amplification by Navier slip, derived in two ways: a program that tests the result

```python
"""
Result under test: electroosmosis past a charged wall with Navier slip,
    u_far = -(eps*zeta*E/eta) * (1 + b/lambda_D)   for |e*zeta| << kT.
eps: permittivity; zeta: potential at the slip plane; E: tangential field;
eta: viscosity; b: slip length, u(0) = b*u'(0); lambda_D: Debye length.
The reference is a numerical solution of the full nonlinear
Poisson-Boltzmann equation coupled to the Stokes equation.
Solver units: distance in nm, velocity in um/s, potential in kT/e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, simpson

# Rough typical inputs: water, monovalent salt, smooth hydrophobic coating
temperature = 298.15          # K
relative_permittivity = 78.0
viscosity = 0.89e-3           # Pa s
salt_mM = 1.0                 # mmol/L, equal to mol/m^3
zeta = -15e-3                 # V
slip_nm = 20.0
field = 1.0e4                 # V/m
half_height_nm = 5000.0

charge = const.e
thermal_energy = const.k * temperature
thermal_voltage = thermal_energy / charge
permittivity = relative_permittivity * const.epsilon_0


def debye_nm(conc_mM):
    density = conc_mM * const.N_A
    return 1e9 * np.sqrt(permittivity * thermal_energy
                         / (2 * density * charge**2))


def charge_density(phi, conc_mM):
    """Boltzmann ions of charge +e and -e, in C/m^3."""
    return -2 * charge * conc_mM * const.N_A * np.sinh(phi)


def solve_flow(wall_potential, b_nm, conc_mM=salt_mM, half_nm=None,
               mobile_fraction=0.0):
    """Unknowns: phi, phi', u, u'; symmetric midplane at y = half_nm."""
    length = debye_nm(conc_mM)
    half_nm = 20 * length if half_nm is None else half_nm
    phi_wall = wall_potential / thermal_voltage

    def equations(y, f):
        rho = charge_density(f[0], conc_mM)
        phi_second = -rho / (permittivity * thermal_voltage) * 1e-18
        u_second = -rho * field / viscosity * 1e-12
        return np.vstack((f[1], phi_second, f[3], u_second))

    def boundaries(wall, middle):
        sigma = -permittivity * thermal_voltage * wall[1] * 1e9
        extra_shear = mobile_fraction * sigma * field / viscosity * 1e-3
        return np.array([wall[0] - phi_wall,
                         wall[2] - b_nm * (wall[3] + extra_shear),
                         middle[1], middle[3]])

    mesh = half_nm * np.linspace(0, 1, 400)**1.5
    guess = np.zeros((4, mesh.size))
    guess[0] = phi_wall * np.exp(-mesh / length)
    guess[1] = -guess[0] / length
    result = solve_bvp(equations, boundaries, mesh, guess,
                       tol=1e-8, max_nodes=50000)
    assert result.success, result.message
    return result.sol, half_nm


def far_speed(*args, **kwargs):
    solution, end = solve_flow(*args, **kwargs)
    return solution(end)[2]


def no_slip_speed(potential):
    return -permittivity * potential * field / viscosity * 1e6


def nonlinear_factor(potential, b_nm, conc_mM=salt_mM):
    s = potential / (2 * thermal_voltage)
    return 1 + b_nm / debye_nm(conc_mM) * np.sinh(s) / s


debye = debye_nm(salt_mM)
simple_factor = 1 + slip_nm / debye
small_zeta = -1e-3

# Low-potential far speed; 2e-4 allows for the true second-order term
for conc, b_test in ((1.0, 20.0), (1.0, 5.0), (10.0, 5.0)):
    numerical = far_speed(small_zeta, b_test, conc) / no_slip_speed(small_zeta)
    assert abs(numerical - (1 + b_test / debye_nm(conc))) < 2e-4
assert abs(far_speed(small_zeta, 0.0) / no_slip_speed(small_zeta) - 1) < 2e-5

# Complete low-potential velocity profile
small_solution, _ = solve_flow(small_zeta, slip_nm)
points = np.linspace(0, 10 * debye, 101)
profile = no_slip_speed(small_zeta) * (1 - np.exp(-points / debye)
                                       + slip_nm / debye)
assert np.max(np.abs(small_solution(points)[2] - profile)) < 1e-4 * profile[-1]

# Factor at finite potential, as a ratio of two numerical flows
numerical_factors = {}
for millivolt in (-10, -15, -20, -50, -100):
    potential = millivolt * 1e-3
    ratio = far_speed(potential, slip_nm) / far_speed(potential, 0.0)
    numerical_factors[millivolt] = ratio
    assert abs(ratio / nonlinear_factor(potential, slip_nm) - 1) < 2e-5
error_10 = numerical_factors[-10] - simple_factor
error_20 = numerical_factors[-20] - simple_factor
assert abs(error_20 / error_10 - 4) < 0.08
leading_error = slip_nm / debye * (0.010 / thermal_voltage)**2 / 24
assert abs(error_10 / leading_error - 1) < 0.02

# Moment form and mean distance of the countercharge
example, end = solve_flow(zeta, slip_nm)
grid = np.linspace(0, end, 20001)
phi, _, speed, _ = example(grid)
rho = charge_density(phi, salt_mM)
total_charge = simpson(rho, x=grid)
mean_distance = simpson(rho * grid, x=grid) / total_charge
moment_speed = (field / viscosity * 1e-12
                * simpson(rho * (grid + slip_nm), x=grid))
example_speed = example(end)[2]
assert abs(moment_speed / example_speed - 1) < 2e-5
sigma = -permittivity * thermal_voltage * example(0.0)[1] * 1e9
assert abs(sigma + total_charge * 1e-9) < 2e-5 * abs(sigma)
assert abs(mean_distance / (permittivity * zeta / sigma * 1e9) - 1) < 2e-5
wall_shear = example(0.0)[3] * 1e3
assert abs(wall_shear / (-sigma * field / viscosity) - 1) < 2e-5


# Mean speed in a slit with overlapping layers
def slit_mean_factor(half_nm):
    k = half_nm / debye
    return 1 - np.tanh(k) / k + slip_nm / debye * np.tanh(k)


for multiple in (1.0, 3.0):
    narrow, middle = solve_flow(small_zeta, slip_nm, half_nm=multiple * debye)
    y = np.linspace(0, middle, 4001)
    mean = simpson(narrow(y)[2], x=y) / middle / no_slip_speed(small_zeta)
    assert abs(mean - slit_mean_factor(middle)) < 3e-4


# Wall charge that passes its electric force to the liquid
def mobile_factor(fraction):
    return 1 + (1 - fraction) * slip_nm / debye


for fraction in (0.1, 0.5, 1.0):
    ratio = (far_speed(small_zeta, slip_nm, mobile_fraction=fraction)
             / no_slip_speed(small_zeta))
    assert abs(ratio - mobile_factor(fraction)) < 2e-4

# Stagnant layer: only charge beyond it drives flow, with the same slip length
stagnant_nm = 0.3
outer = np.linspace(stagnant_nm, end, 20001)
outer_rho = charge_density(example(outer)[0], salt_mM)
outer_speed = (field / viscosity * 1e-12 * simpson(
    outer_rho * (outer - stagnant_nm + slip_nm), x=outer))
stagnant_loss = 1 - outer_speed / example_speed
assert abs(stagnant_loss - (1 - np.exp(-stagnant_nm / debye))) < 2e-3

# Sizes of other neglected effects; material coefficients are rough
diffusivity = 2e-9            # m^2/s
viscoelectric = 1e-15         # m^2/V^2
ion_diameter = 0.6e-9         # m
liquid_conductivity = 0.6     # W/(m K)
wall_conductivity = 1.0       # W/(m K)
wall_thickness = 1e-3         # m
relaxation_time = 1e-11       # s
density = salt_mM * const.N_A
conductivity = 2 * density * charge**2 * diffusivity / thermal_energy
half_m = half_height_nm * 1e-9
wall_field = abs(sigma) / permittivity
viscosity_change = viscoelectric * wall_field**2
crowding = 2 * density * np.cosh(zeta / thermal_voltage) * ion_diameter**3
excess = (conductivity * (np.cosh(phi) - 1) + rho * speed * 1e-6 / field)
surface_conductance = simpson(excess, x=grid) * 1e-9
surface_ratio = surface_conductance / (conductivity * half_m)
heating = conductivity * field**2
liquid_rise = heating * half_m**2 / (2 * liquid_conductivity)
wall_rise = heating * half_m * wall_thickness / wall_conductivity

base_speed = no_slip_speed(zeta)
simple_speed = base_speed * simple_factor
print("INPUTS (rough typical values)")
print(f"temperature: {temperature:.2f} K")
print(f"relative permittivity: {relative_permittivity:.1f} (no unit)")
print(f"viscosity: {viscosity*1e3:.2f} mPa s")
print(f"salt concentration: {salt_mM:.1f} mM")
print(f"zeta potential: {zeta*1e3:.1f} mV")
print(f"slip length: {slip_nm:.1f} nm")
print(f"tangential field: {field/100:.0f} V/cm")
print(f"slit full height: {2*half_height_nm/1000:.1f} um")
print("MAIN RESULTS")
print(f"thermal voltage kT/e: {thermal_voltage*1e3:.2f} mV")
print(f"|e zeta|/kT: {abs(zeta)/thermal_voltage:.3f} (no unit)")
print(f"Debye length: {debye:.3f} nm")
print(f"slip length / Debye length: {slip_nm/debye:.3f} (no unit)")
print(f"low-potential amplification: {simple_factor:.3f} (no unit)")
print(f"low-potential wall charge: "
      f"{permittivity*zeta/(debye*1e-9)*100:.4f} uC/cm2")
print(f"no-slip speed: {base_speed:.1f} um/s")
print(f"slip speed at wall, low potential: {simple_speed-base_speed:.1f} um/s")
print(f"far speed, low potential: {simple_speed:.1f} um/s")
print(f"same far speed: {simple_speed/1000:.4f} mm/s")
print(f"far mobility: {simple_speed*1e-4/(field/100):.3e} cm2/Vs")
print(f"apparent no-slip zeta: {zeta*simple_factor*1e3:.1f} mV")
for conc in (0.1, 1.0, 10.0):
    print(f"at {conc:.1f} mM, same zeta and slip: Debye {debye_nm(conc):.2f} nm,"
          f" factor {1+slip_nm/debye_nm(conc):.3f}")
print("FULL NUMERICAL SOLUTION")
print(f"mean countercharge distance: {mean_distance:.3f} nm")
print(f"wall charge: {sigma*100:.4f} uC/cm2")
print(f"far speed: {example_speed:.1f} um/s")
for millivolt in (-15, -50, -100):
    print(f"factor at {millivolt} mV: {numerical_factors[millivolt]:.3f}")
print("NEGLECTED EFFECTS (rough coefficients)")
print(f"nonlinear screening, speed change: "
      f"{100*(example_speed/simple_speed-1):.2f} %")
print(f"finite slit, mean-speed change: "
      f"{100*(slit_mean_factor(half_height_nm)/simple_factor-1):.3f} %")
print(f"factor with 10 % mobile wall charge: {mobile_factor(0.1):.3f}")
print(f"speed change with 10 % mobile wall charge: "
      f"{100*(mobile_factor(0.1)/simple_factor-1):.2f} %")
print(f"factor with all wall charge mobile: {mobile_factor(1.0):.3f}")
print(f"speed loss, {stagnant_nm:.1f} nm stagnant layer: "
      f"{100*stagnant_loss:.2f} %")
print(f"viscoelectric viscosity rise at wall: {100*viscosity_change:.3f} %")
print(f"ion crowding fraction at wall: {crowding:.2e} (no unit)")
print(f"bulk conductivity: {conductivity:.4f} S/m")
print(f"surface / bulk conductance: {100*surface_ratio:.3f} %")
print(f"Joule temperature rise in liquid: {liquid_rise:.2e} K")
print(f"Joule temperature rise across 1 mm wall: {wall_rise:.2e} K")
print(f"wall shear rate: {wall_shear:.3e} 1/s")
print(f"shear rate x 10 ps relaxation time: "
      f"{wall_shear*relaxation_time:.2e} (no unit)")
print("success")
```

Running it gives:

```
INPUTS (rough typical values)
temperature: 298.15 K
relative permittivity: 78.0 (no unit)
viscosity: 0.89 mPa s
salt concentration: 1.0 mM
zeta potential: -15.0 mV
slip length: 20.0 nm
tangential field: 100 V/cm
slit full height: 10.0 um
MAIN RESULTS
thermal voltage kT/e: 25.69 mV
|e zeta|/kT: 0.584 (no unit)
Debye length: 9.589 nm
slip length / Debye length: 2.086 (no unit)
low-potential amplification: 3.086 (no unit)
low-potential wall charge: -0.1080 uC/cm2
no-slip speed: 116.4 um/s
slip speed at wall, low potential: 242.8 um/s
far speed, low potential: 359.2 um/s
same far speed: 0.3592 mm/s
far mobility: 3.592e-04 cm2/Vs
apparent no-slip zeta: -46.3 mV
at 0.1 mM, same zeta and slip: Debye 30.32 nm, factor 1.660
at 1.0 mM, same zeta and slip: Debye 9.59 nm, factor 3.086
at 10.0 mM, same zeta and slip: Debye 3.03 nm, factor 7.596
FULL NUMERICAL SOLUTION
mean countercharge distance: 9.454 nm
wall charge: -0.1096 uC/cm2
far speed: 362.6 um/s
factor at -15 mV: 3.115
factor at -50 mV: 3.431
factor at -100 mV: 4.675
NEGLECTED EFFECTS (rough coefficients)
nonlinear screening, speed change: 0.96 %
finite slit, mean-speed change: -0.062 %
factor with 10 % mobile wall charge: 2.877
speed change with 10 % mobile wall charge: -6.76 %
factor with all wall charge mobile: 1.000
speed loss, 0.3 nm stagnant layer: 3.18 %
viscoelectric viscosity rise at wall: 0.252 %
ion crowding fraction at wall: 3.06e-04 (no unit)
bulk conductivity: 0.0150 S/m
surface / bulk conductance: 0.061 %
Joule temperature rise in liquid: 3.13e-05 K
Joule temperature rise across 1 mm wall: 7.51e-03 K
wall shear rate: 1.231e+04 1/s
shear rate x 10 ps relaxation time: 1.23e-07 (no unit)
success
```
